# Why Donor Depth Sets the Barrier Shift at a Metal Contact

**Q:** I prepare two contacts with the same number of segregated donors per area. In one the donors sit next to the metal, in the other a few atomic layers deeper. The electron barriers differ. Why should depth matter if the charge is the same?

**A:** Because the donors are only half of the charge. Each ionized donor draws one compensating electron charge to the metal surface, and the potential step depends on how far apart the two charges are. Start with one donor.

Let the metal fill $z<0$ and the semiconductor, with relative permittivity $\varepsilon$, fill $z>0$. I use Hartree atomic units: lengths are in bohr, energies in hartree, and the elementary charge is 1. Treat the metal first as a perfect conductor at $V=0$. A donor of charge $+1$ at depth $d$ then gives, inside the semiconductor,

$$V(\rho,z)=\frac1\varepsilon\left[\frac1{\sqrt{\rho^2+(z-d)^2}}-\frac1{\sqrt{\rho^2+(z+d)^2}}\right],$$

where $\rho$ is the lateral distance from the donor. The second term is the image, a charge $-1$ at $z=-d$. It makes $V$ vanish at $z=0$, as the metal requires.

**Q:** Is there really a charge at $-d$, inside the metal?

**A:** No. The image reproduces the field in the semiconductor, but the real charge is on the surface. The displacement field is zero inside the metal, so Gauss's law gives the surface density

$$\sigma(\rho)=-\frac{\varepsilon}{4\pi}\left.\frac{\partial V}{\partial z}\right|_{0}.$$

At $z=0$ both terms of $V$ contribute the same slope, $d/[\varepsilon(\rho^2+d^2)^{3/2}]$. Hence

$$\sigma(\rho)=-\frac{d}{2\pi(\rho^2+d^2)^{3/2}},\qquad
\int_0^\infty 2\pi\rho\,\sigma\,d\rho=-d\left[-\frac1{\sqrt{\rho^2+d^2}}\right]_0^\infty=-1 .$$

The full compensating charge is present whatever the depth. Depth changes its lateral spread and its distance from the donor, not its amount.

**Q:** How do I get from one donor to a plane of them?

**A:** Let there be $N$ donors per area, all at depth $d$. The laterally averaged potential is $N$ times the integral of the one-donor potential over the plane:

$$\bar V(z)=\frac{2\pi N}{\varepsilon}\left[\sqrt{\rho^2+(z-d)^2}-\sqrt{\rho^2+(z+d)^2}\right]_{\rho=0}^{\infty}.$$

At the upper limit the difference of the roots is $-4zd$ divided by their sum, which tends to zero. The lower limit leaves

$$\bar V(z)=\frac{2\pi N}{\varepsilon}\bigl(|z+d|-|z-d|\bigr)
=\begin{cases}4\pi Nz/\varepsilon,&0<z<d,\\ 4\pi Nd/\varepsilon,&z>d.\end{cases}$$

The potential rises with constant slope from the surface to the donor plane and is flat beyond it. An electron has potential energy $-V$, so the conduction band edge beyond the plane is lowered by

$$\boxed{\Delta(d)=\frac{4\pi N d}{\varepsilon}}$$

This answers your first question. Two planes of equal density produce the same extra field, $4\pi N/\varepsilon$, but the deeper plane maintains it over a longer path. The shift measures the dipole moment per area, $Nd$, and not the charge per area.

**Q:** If I take the potential between the plane and its image, their separation is $2d$. Should the shift not be twice as large?

**A:** The formula for $\bar V$, continued to negative $z$, gives $-4\pi Nd/\varepsilon$ beyond the image plane. The drop across the whole pair is therefore $2\Delta$. But the continuation describes a fictitious semiconductor where the metal is. The physical drop runs from the surface, where $V=0$, to the donor plane. That is half the total, and it is the drop between the donors and their real screening charge.

**Q:** My donors are separate atoms, not a uniform sheet. Does the barrier see the average?

**A:** The potential does, at a sufficient distance. Put the donors on a square lattice of side $a$, so that $N=1/a^2$. Their density is $N\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}$, with $\mathbf G$ the reciprocal vectors. A component with $G\neq0$ has an amplitude $f(z)$ that obeys

$$f''-G^2f=-\frac{4\pi N}{\varepsilon}\,\delta(z-d),\qquad f(0)=0 .$$

So $f=A\sinh Gz$ below the plane and $f=Be^{-Gz}$ beyond it. Continuity at $d$ gives $Be^{-Gd}=A\sinh Gd$. The jump in slope gives

$$-GBe^{-Gd}-GA\cosh Gd=-\frac{4\pi N}{\varepsilon}.$$

Inserting the continuity condition, and using $\sinh Gd+\cosh Gd=e^{Gd}$, yields $A=(4\pi N/\varepsilon G)e^{-Gd}$ and $B=(4\pi N/\varepsilon G)\sinh Gd$. For $z>d$, therefore,

$$V=\frac{4\pi Nd}{\varepsilon}+\sum_{\mathbf G\ne0}\frac{4\pi N}{\varepsilon G}\sinh(Gd)\,e^{-Gz}\cos(\mathbf G\cdot\boldsymbol\rho).$$

The ripple dies away over a length of about $a/2\pi$, while the mean remains. Random donor positions also contain long lateral wavelengths. When $Gd\ll1$ and $Gz\ll1$, the factor $\sinh(Gd)e^{-Gz}/G$ tends to $d$, so a slow variation of donor density shifts the potential near the plane locally by the same law. The barrier of such a patch follows only if the patch is wide. Its extra potential decays with $z$, and in a depletion field the highest point of the band can move away from the plane. In the example below, a disc with 50% more donors at 10 bohr lowers its barrier by 95% of the local value for a radius of 200 bohr, but by only 75% for 100 bohr and 50% for 50 bohr.

**Q:** My semiconductor is also doped in the bulk, and its band is already bent. Can I still just subtract $\Delta$?

**A:** Yes, if "barrier" is defined with care. Let $\Phi_0$ be the band edge at the interface relative to the Fermi level. I assume that segregation leaves it unchanged, so interface chemistry is held fixed. With bulk donor density $n_b$ and electron density $n$, the band edge obeys

$$E_c''=\frac{4\pi}{\varepsilon}\left[n_b+N\delta(z-d)-n\right].$$

Integrating across the plane gives a slope jump $E_c'(d^+)-E_c'(d^-)=4\pi N/\varepsilon$. Now construct a second profile. Beyond the plane let $\tilde E=E_c$; between metal and plane let

$$\tilde E(z)=E_c(z)+\frac{4\pi N}{\varepsilon}(z-d).$$

The added term vanishes at $d$, so $\tilde E$ is continuous. It raises the slope on the metal side by just the missing jump, so the slope is continuous too. A linear term has no curvature. If electrons between metal and plane are negligible in both profiles, $\tilde E$ thus solves the equation without the donor plane, and at the interface

$$\tilde E(0)=\Phi_0-\frac{4\pi Nd}{\varepsilon}=\Phi_0-\Delta .$$

Everything beyond the plane looks like a contact with barrier $\Phi_0-\Delta$. This is the extrapolated barrier. The true edge at $z=0$ is still $\Phi_0$.

**Q:** And if the donors are spread over several depths?

**A:** Apply the construction to each plane in turn, starting with the deepest. The linear terms add:

$$\Delta=\frac{4\pi}{\varepsilon}\sum_iN_id_i .$$

For profiles confined to the near-interface region, the first moment of the donor distribution sets the shift. Half the dose at 5 bohr and half at 15 bohr acts, beyond 15 bohr, like the full dose at 10 bohr. The numerical band profiles confirm this equivalence.

**Q:** Real metals do not screen at a mathematical surface. Does that spoil the depth dependence?

**A:** As long as the screening charge stays on the metal side, it changes the absolute shift but not the difference between two depths. Take linear screening in the metal, $V''=V/\lambda^2$, with background permittivity 1 and no field beyond the donor plane. The metal solution is $V=V_0e^{z/\lambda}$. The displacement between surface and plane must carry the full donor charge, so at the surface

$$V'(0^-)=\varepsilon V'(0^+)=4\pi N .$$

This gives $V_0=4\pi N\lambda$. Adding the drop in the semiconductor,

$$\Delta_\lambda=4\pi N\left(\lambda+\frac d\varepsilon\right),\qquad
\Delta_\lambda(d_2)-\Delta_\lambda(d_1)=\frac{4\pi N}{\varepsilon}(d_2-d_1).$$

The penetration term is common to all depths. It acts like an extra semiconductor depth $\varepsilon\lambda$, which need not be small. A single absolute shift is therefore a poor measure of $d$ unless the position of the screening charge is known.

**Q:** What if the donors end up on the metal side?

**A:** Put the plane at $z=-s$. With no field in the semiconductor, the slope vanishes at $z=0$, so $V=b\cosh(z/\lambda)$ between plane and surface. Deeper in the metal, continuity requires $V=b\cosh(s/\lambda)e^{(z+s)/\lambda}$. The slope jump at the plane is $-4\pi N$:

$$-\frac b\lambda\sinh\frac s\lambda-\frac b\lambda\cosh\frac s\lambda=-4\pi N
\quad\Longrightarrow\quad b=4\pi N\lambda e^{-s/\lambda}.$$

The semiconductor sees the shift $b$, which falls exponentially with $s$. In this model, donors more than a few screening lengths inside the metal are wasted as far as the dipole is concerned.

**Q:** Give me numbers.

**A:** Take a model contact with $\varepsilon=12$, one donor per cell of $40\times40$ bohr², and $\Phi_0=0.025$ hartree, or 0.680 eV. Then $N=1/40^2=6.25\times10^{-4}$ bohr$^{-2}$. The extra field is

$$\frac{4\pi N}{\varepsilon}=\frac{4\pi(6.25\times10^{-4})}{12}=6.545\times10^{-4}\ \text{hartree/bohr}.$$

For an ideal metal, multiplication by the depth gives:

| Depth (bohr) | Shift (hartree) | Shift (eV) | $\Phi_0-\Delta$ (hartree) |
|---:|---:|---:|---:|
| 5 | 0.00327 | 0.089 | 0.02173 |
| 10 | 0.00654 | 0.178 | 0.01846 |
| 20 | 0.01309 | 0.356 | 0.01191 |

The dose is the same in every row. Moving it from 5 to 20 bohr, or from 0.265 to 1.058 nm, multiplies the shift by four. Direct sums over the separate donors and their images give the same shifts at a remote point. For the plane at 10 bohr, the sum also gives 0.01309 hartree across the fictitious pair, twice the physical 0.00654.

The ripple for that plane, taken as the potential above a donor minus that above a cell centre, is $3.9\times10^{-3}$ hartree at $z=20$ bohr. That is more than half the mean shift. At $z=40$ bohr it has fallen to $1.4\times10^{-4}$ hartree, about 2% of the mean. Close to the plane, then, the local potential is far from its mean. A light electron still responds mainly to the mean: with the effective mass $m=0.08$ used below, following the ripple would cost a lateral kinetic energy of about $(2\pi/a)^2/2m=0.154$ hartree, far more than the ripple itself.

With $\lambda=0.5$ bohr, every shift gains $4\pi N\lambda=0.00393$ hartree. For the plane at 5 bohr this exceeds the semiconductor part. Yet the difference between 20 and 5 bohr is still $0.01702-0.00720=0.00982$ hartree, as for the ideal metal. Donors 2 bohr inside the metal give only $7.2\times10^{-5}$ hartree. The remaining numbers below refer to the ideal metal.

**Q:** In the numerical output, the solved band edge at the 20 bohr plane is 0.01164 hartree, not 0.01191. Is that an error?

**A:** No. The larger value is extrapolated to $z=0$; the smaller is the actual edge at $z=d$, and the ordinary depletion field slopes downward between them. Its size can be checked. Let $u=E_c-\zeta$, where $\zeta$ is the bulk band edge above the Fermi level. With classical electrons, beyond the plane,

$$u''=\frac{4\pi n_b}{\varepsilon}\left(1-e^{-u/kT}\right).$$

Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:

$$\frac{(u')^2}{2}=\frac{4\pi n_b}{\varepsilon}\left(u-kT+kTe^{-u/kT}\right).$$

For $u\gg kT$ the last term drops out, and the field strength is $F=\sqrt{8\pi n_b(u-kT)/\varepsilon}$. Here $n_b=10^{-8}$ bohr$^{-3}$, $kT=0.00095$ hartree and $u=0.01164-0.00202=0.00962$ hartree, so

$$F=\sqrt{\frac{8\pi(10^{-8})(0.00867)}{12}}\approx1.35\times10^{-5}\ \text{hartree/bohr}.$$

Over 20 bohr this lowers the edge by 0.00027 hartree, which is the difference you noticed.

**Q:** You said that the edge at the interface remains at $\Phi_0$. Why would my current respond at all?

**A:** Because the remaining peak is thin. Between metal and plane the band forms a nearly triangular spike of height $\Delta$ and thickness $d$. In this model, which omits the attraction of an electron to its own image, electrons that had to climb the spike would gain nothing. Electrons that tunnel through it respond to the lowered edge.

Neglect the small depletion slope and let $E$ be the electron energy above the lowered edge. For effective mass $m$, the tunnelling action, which enters the transmission of a thick spike as $e^{-S}$, is

$$S=2\int_0^{d(1-E/\Delta)}\sqrt{2m\left[\Delta(1-z/d)-E\right]}\,dz .$$

Set $w=\Delta(1-z/d)-E$, so $dz=-(d/\Delta)dw$ and $w$ runs from $\Delta-E$ to 0. Then

$$S=\frac{2d\sqrt{2m}}{\Delta}\int_0^{\Delta-E}\sqrt w\,dw
=\frac{4d\sqrt{2m}}{3\Delta}(\Delta-E)^{3/2}.$$

For $E\ll\Delta$ this becomes $\tfrac43d\sqrt{2m\Delta}$. Since $\Delta\propto d$ at fixed $N$, the action grows as $d^{3/2}$. A deeper plane lowers the edge further but leaves a taller and thicker spike.

**Q:** Is the spike transparent in your example?

**A:** Largely. With $m=0.08$ and $E=kT$ at 300 K, the action is 0.091, 0.341 and 1.090 for the three depths. These values are too small for $e^{-S}$ to be trusted, so the transmission was found by solving the wave equation. It is 0.229, 0.225 and 0.184. Without any plane, the abrupt step from semiconductor to metal already limits it to 0.229. Most of the reflection therefore comes from the step and not from the spike.

The first value, 0.2293, is even slightly above the step value of 0.2287. The spike is not helping. The electron enters the metal at a lower energy when the edge is lowered, so its metal wave number $k_2$ is closer to its semiconductor wave number $k_1$. The step transmission $4k_1k_2/(k_1+k_2)^2$ rises as the two approach each other.

At 20 bohr the transmission is still about 80% of the step value. The Boltzmann factor $e^{\Delta/kT}$, which compares the thermal population at the lowered edge with that at the original barrier, is about $10^6$. At this energy the thermal gain far outweighs the tunnelling loss. This is not a full current calculation: it uses one energy, one effective mass on both sides and a metal band bottom 0.2 hartree below the Fermi level. The masses matter. With the free-electron mass in the metal, and $\psi'/m$ continuous, the step value is 0.61 rather than 0.229. A heavier semiconductor mass makes the spike less transparent: at 20 bohr the transmission is about 59% of the step value for $m=0.19$ and 12% for $m=0.92$.

**Q:** Then should I push the donors deeper until the barrier disappears?

**A:** The extrapolated barrier can be removed, but the spike remains and grows thicker, and the linear law fails for still deeper planes. It predicts that the extrapolated edge reaches the Fermi level at

$$d_F=\frac{\varepsilon\Phi_0}{4\pi N}=\frac{0.025}{6.545\times10^{-4}}\approx38\ \text{bohr}.$$

At that depth the drop is still close to the linear value. For deeper planes, electrons increasingly gather around the plane and screen the donors. The field lines from the donors then end partly on these electrons instead of on the metal, and the dipole stops growing in proportion to $d$.

At 60 bohr the linear shift would be 0.0393 hartree. The solution with mobile electrons gives a drop from interface to plane of only 0.0296 hartree, with the edge 0.0046 hartree below the Fermi level. Classical statistics are unreliable there, and quantum confinement is left out, so the result shows the direction of the failure and not its accurate size.

**Q:** Which of your assumptions should worry me most at a real interface?

**A:** At the shallow end, the local permittivity. A depth of 5 bohr is comparable with an atomic spacing, where a bulk $\varepsilon$ and a sharp surface are rough approximations. The attraction of an electron to its own image was left out as well; in the extra field of the example, its classical form would lower the top of the 20 bohr spike by about 0.007 hartree and would remove the 5 and 10 bohr spikes almost entirely, although the classical form is itself rough so close to the metal. The donors must also be ionized: a neutral donor has no compensating charge on the metal and contributes no such dipole. Metal states also tail into the semiconductor gap, so part of the screening charge lies on the semiconductor side and screens shallow donors more than deep ones. With $10^{14}$ states per eV per cm², decaying over 5.7 bohr, the difference between 20 and 5 bohr falls from 0.0098 to 0.0084 hartree. Finally, segregated atoms can alter the interface bonds and hence $\Phi_0$ itself. A measured shift that is not proportional to $Nd$ may come from any of these, or from screening by mobile electrons. Comparing several depths at one known dose removes any offset that is the same at every depth. The comparison tests the slope $4\pi N/\varepsilon$ only if the donors stay ionized, lie beyond the reach of the gap states in material with the bulk $\varepsilon$, and $\Phi_0$ does not itself change with their depth.

## Numbers as computed

```
permittivity 12.0; effective mass 0.08 m_e
donor cell side 40.0 bohr; N 6.2500e-04 bohr^-2
original barrier 0.0250 hartree = 0.680 eV
background donors 1.0e-08 bohr^-3; T 300 K
kT 9.5004e-04 hartree; bulk edge above E_F 2.0235e-03 hartree
extra field 6.5450e-04 hartree/bohr
induced charge of one donor -0.9999 e
depth 5 bohr = 0.265 nm:
  shift 0.00327 hartree = 0.089 eV
  lattice-sum shift 0.00327 hartree
  remaining barrier 0.02173 hartree
  solved edge at plane 0.02163 hartree
  equivalent-profile error 1.0e-15 hartree
  shift with metal screening 0.00720 hartree
  spike action 0.091; T 0.2293
  Boltzmann factor exp(shift/kT) 3.133e+01
depth 10 bohr = 0.529 nm:
  shift 0.00654 hartree = 0.178 eV
  lattice-sum shift 0.00654 hartree
  remaining barrier 0.01846 hartree
  solved edge at plane 0.01828 hartree
  equivalent-profile error 1.3e-14 hartree
  shift with metal screening 0.01047 hartree
  spike action 0.341; T 0.2246
  Boltzmann factor exp(shift/kT) 9.816e+02
depth 20 bohr = 1.058 nm:
  shift 0.01309 hartree = 0.356 eV
  lattice-sum shift 0.01309 hartree
  remaining barrier 0.01191 hartree
  solved edge at plane 0.01164 hartree
  equivalent-profile error 6.4e-11 hartree
  shift with metal screening 0.01702 hartree
  spike action 1.090; T 0.1837
  Boltzmann factor exp(shift/kT) 9.635e+05
fictitious pair drop, d=10 bohr: 0.01309 hartree
ripple at z=20 bohr, d=10: 3.860e-03 hartree
ripple at z=40 bohr, d=10: 1.437e-04 hartree
ripple at z=60 bohr, d=10: 6.191e-06 hartree
metal screening length 0.5 bohr
common metal term 0.00393 hartree
donor 1 bohr inside metal: shift 5.315e-04 hartree
donor 2 bohr inside metal: shift 7.193e-05 hartree
split-plane profile error 1.6e-14 hartree
depth 60 bohr: linear shift 0.03927 hartree
depth 60 bohr: solved drop 0.02956 hartree
depth 60 bohr: solved edge -0.00456 hartree
metal band bottom below E_F 0.2 hartree
step transmission without plane 0.2287
thick-spike log ratio 21.955; action gap 21.799
```
